# Inferring an effective secondary-emission coefficient from argon breakdown: test program

```python
# Result under test: a plane argon gap that breaks down at voltage V and
# pressure-distance product pd has the effective secondary-emission coefficient
#     gamma = 1 / (exp(alpha d) - 1),  alpha d = A pd exp(-B pd / V).
# alpha: ionizations per electron per unit length; d: gap; p: pressure;
# A, B: fitted gas constants; gamma: net cathode electrons per ion created.
# Units: V, cm, Torr unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

A, B = 12.0, 180.0
V, p, d = 200.0, 1.0, 1.0
pd = p * d


def ionization_exponent(volts, pd_value, a=A, b=B):
    return a * pd_value * np.exp(-b * pd_value / volts)


def inferred_gamma(volts, pd_value, a=A, b=B):
    return 1.0 / np.expm1(ionization_exponent(volts, pd_value, a, b))


x = B * pd / V
alpha_d = ionization_exponent(V, pd)
M = np.exp(alpha_d)
gamma = inferred_gamma(V, pd)
assert abs(gamma - 0.0077) < 0.00005

# Random avalanches: with n electrons present, the distance to the next
# ionization is exponentially distributed with mean 1/(n alpha).
rng = np.random.default_rng(12)
n_avalanches = 40000
position = np.zeros(n_avalanches)
electrons_at_anode = 0
n = 1
while position.size:
    position = position + rng.exponential(d / (n * alpha_d), position.size)
    finished = position >= d
    electrons_at_anode += n * np.count_nonzero(finished)
    position = position[~finished]
    n += 1
M_random = electrons_at_anode / n_avalanches
# Standard error is about 0.5 percent, so this allows five of them.
assert abs(M_random / M - 1) < 0.025


def march(yield_per_ion, steady_source, cells=400, transits=42):
    """Ions drift one cell per step to the cathode and release electrons.

    Electrons cross at once on the ion time scale. Their growth in a cell
    comes from the local balance by the trapezoidal rule.
    Returns cathode emission at each step and the discrete electron gain.
    """
    a = alpha_d / cells
    flux = ((1 + a / 2) / (1 - a / 2)) ** np.arange(cells + 1)
    births = np.diff(flux)
    ions = np.zeros(cells)
    emission = np.zeros(cells * transits)
    for step in range(emission.size):
        arriving = ions[0]
        ions[:-1] = ions[1:].copy()
        ions[-1] = 0.0
        source = 1.0 if (steady_source or step == 0) else 0.0
        emission[step] = source + yield_per_ion * arriving
        ions += emission[step] * births
    return emission, flux[-1]


def late_to_early(yield_per_ion, cells=400):
    emission, _ = march(yield_per_ion, False, cells)
    early = emission[20 * cells:21 * cells].mean()
    late = emission[40 * cells:41 * cells].mean()
    return late / early


ratio_low = late_to_early(0.95 * gamma)
ratio_critical = late_to_early(gamma)
ratio_high = late_to_early(1.05 * gamma)
assert ratio_low < 0.6 and ratio_high > 1.6
assert abs(ratio_critical - 1) < 0.01  # discretization of the growth

# Steady external source below breakdown: amplified current.
emission, discrete_gain = march(0.5 * gamma, True)
current_gain_march = emission[-1] * discrete_gain
current_gain_formula = M / (1 - 0.5 * gamma * (M - 1))
assert abs(current_gain_march / current_gain_formula - 1) < 2e-3


# Paschen curve: numerical root of the condition against the closed form.
def breakdown_root(pd_value):
    return brentq(lambda v: gamma * np.expm1(
        ionization_exponent(v, pd_value)) - 1, 20.0, 5000.0)


L = np.log(1 + 1 / gamma)
for trial in (0.6, 1.0, 2.0, 5.0):
    closed = B * trial / (np.log(A * trial) - np.log(L))
    assert abs(breakdown_root(trial) / closed - 1) < 1e-8
V_back = breakdown_root(pd)
assert abs(V_back - V) < 1e-6
pd_min, V_min = np.e * L / A, np.e * L * B / A
search = minimize_scalar(breakdown_root, bounds=(0.6, 3.0), method="bounded",
                         options={"xatol": 1e-7})
assert abs(search.x / pd_min - 1) < 1e-3
assert abs(search.fun / V_min - 1) < 1e-7
assert pd < pd_min
pd_second = brentq(lambda q: breakdown_root(q) - V, pd_min, 3.0)
assert abs(inferred_gamma(V, pd_second) / gamma - 1) < 1e-6

# Logarithmic slopes of gamma: formulas against central differences.
c = (1 + gamma) * alpha_d
slopes = {"V": -c * x, "pd": -c * (1 - x), "A": -c, "B": c * x}
base = {"V": V, "pd": pd, "A": A, "B": B}
eps = 1e-5
for name, slope in slopes.items():
    logs = []
    for sign in (1, -1):
        q = dict(base)
        q[name] *= np.exp(sign * eps)
        logs.append(np.log(inferred_gamma(q["V"], q["pd"], q["A"], q["B"])))
    assert abs((logs[0] - logs[1]) / (2 * eps) - slope) < 1e-5

# Neglected effects; inputs in this part are rough typical values.
E = V / d
ionization_volts = 15.8
lag = ionization_volts / E
gamma_lag = 1 / np.expm1(alpha_d * (1 - lag / d))

emission_eV, electron_drift = 4.0, 4.0e5  # eV, m/s
random_speed = np.sqrt(2 * emission_eV * const.e / const.m_e)
escape = 1 / (1 + random_speed / (4 * electron_drift))
bare_yield = gamma / escape

wall_radius, diffusion_volts = 5.0, 7.0  # cm, D/mu in V
side_loss = diffusion_volts / E * (2.405 / wall_radius) ** 2 * d
net = alpha_d - side_loss
gamma_side = net / (alpha_d * np.expm1(net))

T_ref, T_warm = 300.0, 330.0
gamma_warm = inferred_gamma(V, pd * T_ref / T_warm)

ion_drift = 1.0e3  # m/s
E_SI, d_SI = E * 100, d / 100
j_limit = 0.01 * const.epsilon_0 * E_SI * ion_drift / d_SI  # A/m^2
j_limit_nA_cm2 = j_limit * 1e9 / 1e4

N_gas = p * const.torr / (const.k * T_ref)
reduced_field_Td = E_SI / N_gas / 1e-21

print(f"A = {A:.0f} per (cm Torr), B = {B:.0f} V per (cm Torr)")
print(f"V = {V:.0f} V, p = {p:.0f} Torr, d = {d:.0f} cm")
print(f"E/p = {E / p:.0f} V/(cm Torr)")
print(f"E/N at 300 K = {reduced_field_Td:.0f} Td")
print(f"B pd/V = {x:.3f}, exp(-B pd/V) = {np.exp(-x):.5f}")
print(f"alpha d = {alpha_d:.4f}")
print(f"electron gain M = {M:.2f}, ions per electron = {M - 1:.2f}")
print(f"effective gamma = {gamma:.5f}")
print(f"random avalanches: number = {n_avalanches}, mean M = {M_random:.1f}")
print("pulse test, emission at 40 over 20 ion transits:")
print(f"  0.95 gamma: {ratio_low:.3f}")
print(f"  1.00 gamma: {ratio_critical:.4f}")
print(f"  1.05 gamma: {ratio_high:.3f}")
print("current gain I/I0 at half gamma:")
print(f"  transport = {current_gain_march:.2f}")
print(f"  formula = {current_gain_formula:.2f}")
print(f"breakdown voltage recovered = {V_back:.3f} V")
print(f"Paschen minimum: pd = {pd_min:.3f} Torr cm, V = {V_min:.2f} V")
print(f"second pd with V = 200 V: {pd_second:.3f} Torr cm")
for name, slope in slopes.items():
    print(f"d ln(gamma)/d ln({name}) = {slope:.3f}")
print(f"gamma if A is 10% larger = {inferred_gamma(V, pd, 1.1 * A, B):.5f}")
print(f"gamma if A is 10% smaller = {inferred_gamma(V, pd, 0.9 * A, B):.5f}")
print(f"gamma if B is 10% larger = {inferred_gamma(V, pd, A, 1.1 * B):.5f}")
print(f"gamma if B is 10% smaller = {inferred_gamma(V, pd, A, 0.9 * B):.5f}")
print(f"gamma if V = 210 V: {inferred_gamma(210.0, pd):.5f}")
print("Neglected effects (rough inputs):")
print(f"ionization potential = {ionization_volts:.1f} V")
print(f"first ionization lag = {lag:.3f} cm, gamma = {gamma_lag:.4f}")
print(f"emission energy = {emission_eV:.0f} eV")
print(f"electron drift speed = {electron_drift:.1e} m/s")
print(f"random speed of emitted electrons = {random_speed:.2e} m/s")
print(f"escape fraction = {escape:.2f}, bare yield = {bare_yield:.4f}")
print(f"wall radius = {wall_radius:.0f} cm, D/mu = {diffusion_volts:.0f} V")
print(f"side loss in exponent = {side_loss:.4f}, gamma = {gamma_side:.5f}")
print(f"gas at {T_warm:.0f} K, not {T_ref:.0f} K: gamma = {gamma_warm:.5f}")
print(f"ion drift speed = {ion_drift:.1e} m/s")
print(f"current density for 1% field change = {j_limit_nA_cm2:.0f} nA/cm2")
print("PASS")
```

Output:

```
A = 12 per (cm Torr), B = 180 V per (cm Torr)
V = 200 V, p = 1 Torr, d = 1 cm
E/p = 200 V/(cm Torr)
E/N at 300 K = 621 Td
B pd/V = 0.900, exp(-B pd/V) = 0.40657
alpha d = 4.8788
electron gain M = 131.48, ions per electron = 130.48
effective gamma = 0.00766
random avalanches: number = 40000, mean M = 131.2
pulse test, emission at 40 over 20 ion transits:
  0.95 gamma: 0.280
  1.00 gamma: 1.0015
  1.05 gamma: 3.377
current gain I/I0 at half gamma:
  transport = 262.99
  formula = 262.96
breakdown voltage recovered = 200.000 V
Paschen minimum: pd = 1.105 Torr cm, V = 198.93 V
second pd with V = 200 V: 1.230 Torr cm
d ln(gamma)/d ln(V) = -4.425
d ln(gamma)/d ln(pd) = -0.492
d ln(gamma)/d ln(A) = -4.916
d ln(gamma)/d ln(B) = 4.425
gamma if A is 10% larger = 0.00469
gamma if A is 10% smaller = 0.01254
gamma if B is 10% larger = 0.01171
gamma if B is 10% smaller = 0.00483
gamma if V = 210 V: 0.00618
Neglected effects (rough inputs):
ionization potential = 15.8 V
first ionization lag = 0.079 cm, gamma = 0.0113
emission energy = 4 eV
electron drift speed = 4.0e+05 m/s
random speed of emitted electrons = 1.19e+06 m/s
escape fraction = 0.57, bare yield = 0.0133
wall radius = 5 cm, D/mu = 7 V
side loss in exponent = 0.0081, gamma = 0.00771
gas at 330 K, not 300 K: gamma = 0.00819
ion drift speed = 1.0e+03 m/s
current density for 1% field change = 18 nA/cm2
PASS
```
